# Small-wavevector error of multipole-conserving compensation charges in PAW pair densities

In GW and RPA calculations, two orbitals enter through the plane-wave transform $M(\mathbf K)$ of their product, and the Coulomb interaction weights $|M|^2$ by $4\pi/K^2$. In the projector augmented-wave (PAW) method the smooth orbitals alone give a wrong $M$. Two orthogonal states must have $M(0)=0$, but their smooth parts are in general not orthogonal. If the correction inside the atomic spheres is dropped, $M(0)$ is then a nonzero number and $4\pi|M|^2/K^2$ diverges as $K\to0$. When symmetry makes the smooth overlap vanish, as for a dipole transition between states of opposite parity about an inversion centre, nothing diverges, but the $K\to0$ limit of $4\pi|M|^2/K^2$ is in general wrong, because the smooth orbitals in general have the wrong dipole.

With partial waves that are complete in the spheres, both faults disappear if the correction is replaced by a simple charge with the same multipoles. The theorem below gives the error that remains.

## Setting and assumptions

Hartree atomic units are used, with lengths in bohr. Let $\mathbf K=\mathbf q+\mathbf G$, $K=|\mathbf K|$, and

$$M(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}\,\psi_n^*(\mathbf r)\psi_m(\mathbf r)\,d^3r .$$

Around atom $a$ at $\mathbf R_a$ there is a sphere of radius $r_c$, and spheres do not overlap. The true partial waves are $\phi_i=R_i(r)Y_{l_im_i}(\hat{\mathbf r})$ and the smooth ones $\tilde\phi_i=\tilde R_i(r)Y_{l_im_i}(\hat{\mathbf r})$, with real, bounded radial functions that agree for $r\ge r_c$. If the partial waves are complete in the sphere, then inside it

$$\psi_n=\sum_iP_{ni}\phi_i,\qquad \tilde\psi_n=\sum_iP_{ni}\tilde\phi_i,$$

with the same projector coefficients $P_{ni}$. Outside all spheres $\psi_n=\tilde\psi_n$. Adding and subtracting the smooth product gives

$$M=\int e^{-i\mathbf K\cdot\mathbf r}\tilde\psi_n^*\tilde\psi_m\,d^3r+\sum_a e^{-i\mathbf K\cdot\mathbf R_a}\sum_{ij}P_{ni}^*P_{mj}\int e^{-i\mathbf K\cdot\mathbf r}\,(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,d^3r. \tag{1}$$

In the last integral $\mathbf r$ is measured from the atom, which produces the phase. The coefficients and partial waves belong to atom $a$, whose label is suppressed.

The one-centre density has a single radial factor, $Q(r)=R_iR_j-\tilde R_i\tilde R_j$, and its angular part is expanded in spherical harmonics:

$$\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j=Q(r)\sum_{LM}G_{LM}Y_{LM}(\hat{\mathbf r}),\qquad G_{LM}=\int Y_{LM}^*Y_{l_im_i}^*Y_{l_jm_j}\,d\Omega .$$

The channels present satisfy $|l_i-l_j|\le L\le l_i+l_j$, with $L+l_i+l_j$ even. All of them are kept.

In channel $L$, replace $Q$ by $q_Lg_L$, where $g_L$ is a bounded shape function that vanishes beyond $r_c$ and

$$q_L=\int_0^{r_c}r^{L+2}Q\,dr,\qquad \int_0^{r_c}r^{L+2}g_L\,dr=1. \tag{2}$$

Thus $D_L=Q-q_Lg_L$ has no multipole moment: $\int_0^{r_c} r^{L+2}D_L\,dr=0$. Errors are always true minus compensated.

## Lemma 1: the plane wave in channels

Define

$$j_L(x)=\frac{x^L}{2^{L+1}L!}\int_{-1}^{1}(1-t^2)^L\cos(xt)\,dt, \tag{3}$$

which is an integral form of the spherical Bessel function. Then

$$e^{-i\mathbf K\cdot\mathbf r}=4\pi\sum_{LM}(-i)^Lj_L(Kr)\,Y_{LM}(\hat{\mathbf K})Y_{LM}^*(\hat{\mathbf r}). \tag{4}$$

**Proof.** Put $x=Kr$ and $t=\hat{\mathbf K}\cdot\hat{\mathbf r}$. In the Legendre series of $e^{-ixt}$ the coefficient of $P_L(t)$ is $(2L+1)$ times $\frac12\int_{-1}^1P_L(t)e^{-ixt}dt$. Insert Rodrigues' formula $P_L=\frac{1}{2^LL!}\frac{d^L}{dt^L}(t^2-1)^L$ and integrate by parts $L$ times. The boundary terms vanish, since a factor $t^2-1$ survives in each. The sign $(-1)^L$ from the integrations turns $(t^2-1)^L$ into $(1-t^2)^L$, and the derivatives of the exponential give $(-ix)^L$:

$$\frac12\int_{-1}^1P_Le^{-ixt}dt=\frac{(-ix)^L}{2^{L+1}L!}\int_{-1}^1(1-t^2)^Le^{-ixt}dt=(-i)^Lj_L(x).$$

The sine part is odd in $t$ and drops out. The addition theorem $P_L(t)=\frac{4\pi}{2L+1}\sum_MY_{LM}(\hat{\mathbf K})Y_{LM}^*(\hat{\mathbf r})$ then gives (4). $\square$

Integrating (4) against the one-centre density picks out $G_{LM}$. The error of $M$ is therefore

$$\delta M=\sum_ae^{-i\mathbf K\cdot\mathbf R_a}\sum_{ij}P_{ni}^*P_{mj}\;4\pi\sum_{LM}(-i)^LY_{LM}(\hat{\mathbf K})G_{LM}\,\Delta_L(K), \tag{5}$$

$$\Delta_L(K)=\int_0^{r_c}r^2j_L(Kr)D_L(r)\,dr,$$

where $\Delta_L$ also depends on the pair $ij$. The whole question is how $\Delta_L$ behaves at small $K$.

## Lemma 2: two terms of the Bessel function, with bounds

For $x\ge0$,

$$j_L(x)=\frac{x^L}{(2L+1)!!}\left[1-\frac{x^2}{2(2L+3)}+\rho_L(x)\right],\qquad 0\le\rho_L(x)\le\frac{x^4}{8(2L+3)(2L+5)}. \tag{6}$$

Moreover, the whole bracket differs from 1 by at most $x^2/[2(2L+3)]$.

**Proof.** Let $I_s(L)=\int_{-1}^1t^{2s}(1-t^2)^Ldt$. For $s\ge1$ the function $t^{2s-1}(1-t^2)^{L+1}$ vanishes at both ends, so its derivative integrates to zero:

$$(2s-1)\,[I_{s-1}(L)-I_s(L)]-2(L+1)I_s(L)=0\;\Rightarrow\; I_s(L)=\frac{2s-1}{2L+2s+1}\,I_{s-1}(L).$$

With $\langle\cdot\rangle$ the average under the weight $(1-t^2)^L$, this gives

$$\langle t^2\rangle=\frac1{2L+3},\qquad \langle t^4\rangle=\frac{3}{(2L+3)(2L+5)} .$$

The norm follows from $I_0(L)=I_0(L-1)-I_1(L-1)=\frac{2L}{2L+1}I_0(L-1)$ and $I_0(0)=2$, so that $I_0(L)=2\cdot2^LL!/(2L+1)!!$. Equation (3) becomes

$$j_L(x)=\frac{x^L}{(2L+1)!!}\,\langle\cos xt\rangle .$$

Now integrate $0\le1-\cos u\le u^2/2$ twice from zero. This gives $0\le\cos y-1+y^2/2\le y^4/24$. Averaging both pairs of inequalities with $y=xt$ proves the lemma; the constant in $\rho_L$ is $3/24=1/8$. $\square$

## Theorem

Define the difference of the next radial moments,

$$\mu_L=\int_0^{r_c}r^{L+4}D_L\,dr=\int_0^{r_c}r^{L+4}Q\,dr-q_L\int_0^{r_c}r^{L+4}g_L\,dr .$$

Under the assumptions above,

$$\Delta_L(K)=-\frac{\mu_L}{2(2L+3)!!}\,K^{L+2}+E_L(K),\qquad |E_L|\le\frac{K^{L+4}}{8(2L+5)!!}\int_0^{r_c}r^{L+6}|D_L|\,dr, \tag{7}$$

and at every $K$

$$|\Delta_L(K)|\le\frac{K^{L+2}}{2(2L+3)!!}\int_0^{r_c}r^{L+4}|D_L|\,dr. \tag{8}$$

**Proof.** Insert (6) with $x=Kr$ into $\Delta_L$. The first term is

$$\frac{K^L}{(2L+1)!!}\int_0^{r_c}r^{L+2}D_L\,dr=0$$

by (2). The second is

$$-\frac{K^{L+2}}{2(2L+3)(2L+1)!!}\int_0^{r_c}r^{L+4}D_L\,dr=-\frac{\mu_LK^{L+2}}{2(2L+3)!!},$$

because $(2L+3)(2L+1)!!=(2L+3)!!$. The $\rho_L$ term is bounded by taking absolute values and absorbing $(2L+3)(2L+5)$ into the double factorial, which gives (7). For (8), subtract the vanishing $K^L$ term and apply the last statement of Lemma 2 to the rest. $\square$

### What the theorem says and does not say

The compensated channel has the correct $K^L$ coefficient. There is no $K^{L+1}$ term in either density, since $j_L(x)/x^L$ is even in $x$. The first error is of order $K^{L+2}$, and of higher order if $\mu_L=0$. The next moment of $Q$ alone does not determine it: the compensation charge has a next moment too.

Without compensation, $D_L$ is replaced by $Q$ and the error starts with $K^Lq_L/(2L+1)!!$. The same happens when a channel is left out of the sum, provided $q_L\ne0$.

Completeness of the partial waves is needed to identify (1) with the true pair density. The theorem itself compares the compensated expression with (1), whatever the quality of the partial waves.

The order holds channel by channel. In the sum (5) with bounded projector coefficients, an $L=0$ channel with $\mu_0\ne0$ contributes an error of order $K^2$, the same order as the signal of the $L=2$ channel. Unless these monopole contributions cancel in the sum, a pair density containing both is therefore not correct through $K^2$, even though its quadrupole moment is.

The expansion is useful for small $Kr_c$. As $\mathbf q\to0$, $K$ tends to zero for $\mathbf G=0$; for every other $\mathbf G$ it stays finite, and so in general does the error.

## Proposition: conserving one more moment

Take the shape function

$$g_L\propto r^L(1-r^2/r_c^2)^2\quad(r<r_c).$$

Its next moment, relative to its unit multipole, is

$$\tau_g=\int_0^{r_c}r^{L+4}g_L\,dr=r_c^2\,\frac{2L+3}{2L+9}. \tag{9}$$

If $h_L\propto r^L(1-r^2/r_c^2)^3$ is a second shape with unit multipole and next moment $\tau_h$, the compensation density

$$q_Lg_L+c_L(h_L-g_L),\qquad c_L=\frac{\mu_L}{\tau_h-\tau_g}, \tag{10}$$

has an error of order $K^{L+4}$ or higher.

**Proof.** For exponent $p$ put $u=r^2/r_c^2$. The moments of $r^L(1-u)^p$ with powers $r^{L+2}$ and $r^{L+4}$ are proportional to $B(a,b)$ and $r_c^2B(a+1,b)$, with the same factor, where $B(a,b)=\int_0^1u^{a-1}(1-u)^{b-1}du$, $a=L+\frac32$ and $b=p+1$. Splitting $1=u+(1-u)$ gives $B(a,b)=B(a+1,b)+B(a,b+1)$, and integration by parts gives $aB(a,b+1)=bB(a+1,b)$. Hence

$$B(a,b)=\left(1+\frac ba\right)B(a+1,b),\qquad \frac{B(a+1,b)}{B(a,b)}=\frac{a}{a+b}.$$

For $p=2$ this is (9). For $p=3$ it gives $\tau_h=r_c^2(2L+3)/(2L+11)\ne\tau_g$, so $c_L$ exists. The added term $c_L(h_L-g_L)$ has zero multipole and next moment $c_L(\tau_h-\tau_g)=\mu_L$. The remaining density difference has neither moment, and (7) leaves the term $E_L$ alone. $\square$

The coefficient $c_L$ depends on the pair of partial waves. This freedom is needed because different pairs generally have different ratios of next moment to multipole, and one fixed shape can match only one such ratio per channel.

## Worked example: hydrogenic orbitals

Take the orbitals 2s, 3s, 3p and 3d of one electron in the field of a point charge $Z=6$, with $r_c=1.5$ bohr. Inside $r_c$ each smooth radial function is $r^l$ times a cubic polynomial in $r^2$, matched to the true function in value and three derivatives at $r_c$. Each orbital is itself a partial wave, so its projector coefficient is 1. The radial integrals were evaluated by Gauss–Legendre quadrature. This one-electron ion illustrates the orders in $K$; it is not a real PAW data set (its smooth 3s wave still has a node). The percentages below belong to this $r_c$, this matching and this shape function, and their size and even their sign can change with those choices.

### A dipole transition

For 3s–3p the only channel is $L=1$. Quadrature gives $q_1=-0.04458$ bohr and a next moment of $Q$ equal to $-0.02300$ bohr³. By (9) the next moment of the compensation charge is

$$-0.04458\times2.25\times\tfrac5{11}=-0.04559\ \text{bohr}^3,$$

so $\mu_1=-0.02300+0.04559=0.02259$ bohr³. Since $2\cdot5!!=30$, the law at $K=0.25$ bohr$^{-1}$ predicts

$$\Delta_1\approx-\frac{0.02259\times0.25^3}{30}=-1.177\times10^{-5}.$$

The full radial integral gives $-1.172\times10^{-5}$. The table compares the errors with the true transform $J_1=\int_0^\infty r^2j_1(Kr)R_{3s}R_{3p}\,dr$. Here $K$ is in bohr$^{-1}$ and the other columns are dimensionless.

| $K$ | $J_1$ | error, one moment | error, two moments |
|---|---|---|---|
| 0.25 | −0.1694 | −1.17×10⁻⁵ | −6.3×10⁻⁹ |
| 0.5 | −0.2983 | −9.26×10⁻⁵ | −2.0×10⁻⁷ |
| 1 | −0.3544 | −7.05×10⁻⁴ | −6.1×10⁻⁶ |
| 2 | −0.0531 | −4.60×10⁻³ | −1.6×10⁻⁴ |
| 4 | −0.0295 | −1.53×10⁻² | −2.2×10⁻³ |

From $K=0.25$ to $0.5$ the one-moment error grows by a factor 7.9, close to $2^3$, and the two-moment error by about 32, or $2^5$. Relative to $J_1$, the one-moment error is 0.2% at $K=1$ but 52% at $K=4$, where $Kr_c=6$. There the leading law would give $-4.8\times10^{-2}$, three times the actual error in size. The second moment reduces the relative error at $K=4$ to about 8%. These large-$K$ ratios are taken against a small $J_1$, which passes through zero near $K=2.3$ and $3.3$, so the absolute errors are the better guide. At $K=4$ the error with no correction at all is $-2.4\times10^{-2}$, so one moment gains little there, and at $K=6$ it gains nothing ($-7.4\times10^{-3}$ against $-6.4\times10^{-3}$).

The value of the compensation is clearest at $K\to0$. The true radial dipole $\int_0^\infty r^3R_{3s}R_{3p}\,dr$ is $-2.121$ bohr. The smooth orbitals lack the part $q_1$, which is $0.04458/2.121=2.1\%$ of it. Dropping the correction would make the limit of $4\pi|M|^2/K^2$ too small by $1-(1-0.021)^2\approx4\%$. With compensation this limit is correct. The missing fraction depends on the sphere: it is 0.5% for $r_c=1.2$ bohr and $-0.2\%$ for $r_c=1.0$ bohr.

The 3p–3d pair shows why one shape does not serve all pairs. For $L=1$ its ratio of next moment to multipole is $0.03395/0.05390=0.63$ bohr², against $0.02300/0.04458=0.52$ bohr² for 3s–3p. The shape (9) has 1.02 bohr² for both.

### A monopole transition

For two s states, $4\pi Y_{00}G_{00}=1$, so $M$ is the $L=0$ radial transform itself. The 2s and 3s orbitals are orthogonal. The constant term of $j_0$ then gives nothing, and (6) yields

$$M\approx-\frac{K^2}{6}\langle r^2\rangle,\qquad \langle r^2\rangle=\int_0^\infty r^4R_{2s}R_{3s}\,dr=-0.8307\ \text{bohr}^2 .$$

The error is $-K^2\mu_0/6$, also of order $K^2$. The relative error therefore does not vanish as $K\to0$ but tends to $\mu_0/\langle r^2\rangle$. Here $q_0=-0.04916$ and the next moment of $Q$ is $-0.00358$ bohr², so

$$\mu_0=-0.00358+0.04916\times2.25\times\tfrac39=0.03329\ \text{bohr}^2,\qquad \frac{\mu_0}{\langle r^2\rangle}=-4.0\%.$$

The compensated $M$ is too large in magnitude by 4%. For these smooth waves the next moment of $Q$ alone would have given the wrong sign and about a tenth of the size. The value $-4.0\%$ is specific to the construction: matching two or four derivatives instead of three gives $+0.4\%$ or $-6.7\%$, and $r_c=1.2$ or $1.8$ bohr gives $-2.6\%$ or $+5.2\%$. The absolute effect is mild at small $K$: both the true $4\pi|M|^2/K^2$ and its error vanish as $K^2$. Without compensation $M(0)$ would be $-q_0=0.049$ instead of zero, which is the divergence described at the start.

### A pair with two channels

For 3p–3p with $m=0$ in both orbitals, $L=0$ and $L=2$ occur. Again $4\pi Y_{00}G_{00}=1$, because $Y_{00}$ is constant and the orbital harmonic is normalized. With $q_0=0.10463$ and the next moment of $Q$ equal to $0.02673$ bohr²,

$$\mu_0=0.02673-0.10463\times0.75=-0.05174\ \text{bohr}^2,$$

and the monopole error is $-\mu_0K^2/6=0.0086\,K^2$, with the coefficient in bohr².

For the quadrupole signal take $\mathbf K$ along $z$. From $|Y_{10}|^2=\frac1{4\pi}(1+2P_2)$, $Y_{20}=\sqrt{5/4\pi}\,P_2$ and $\int P_2^2\,d\Omega=4\pi/5$,

$$G_{20}=\sqrt{\frac5{4\pi}}\cdot\frac{2}{4\pi}\cdot\frac{4\pi}{5}=\frac25\sqrt{\frac5{4\pi}},\qquad 4\pi(-i)^2Y_{20}(\hat{\mathbf z})G_{20}=-2 .$$

Since $j_2(x)\approx x^2/15$ and $\int_0^\infty r^4R_{3p}^2dr=5.000$ bohr², the signal is $-2\times5.000\,K^2/15=-0.667\,K^2$. The monopole error is 1.3% of it in size, with opposite sign, and this ratio is independent of $K$ at leading order. The full $K^2$ term of $M$ also contains the monopole part $-5.000\,K^2/6$ and totals $-1.5\,K^2$, of which the error is 0.6%. Conserving the quadrupole moment cannot remove it; matching the next moment in the $L=0$ channel does.

For two p orbitals with different $m$, orthogonality of the harmonics gives $G_{00}=0$. The monopole error is then absent, and the compensation error starts at $K^4$.
